# Rotational Sum-Rule Corrections for Flexural Phonons in Monolayers

## The decision

A phonon calculation for a monolayer returns an imaginary flexural frequency close to the zone centre. The user can switch on a correction that imposes invariance conditions on the force constants, or conclude that the layer is unstable and relax or reconstruct it. The choice depends on the stress in the cell. For a stress-free layer, the full set of conditions removes a false tension. For a compressed layer, the same setting deletes a real instability.

"Rotational correction" can also mean two different things. The Born-Huang condition expresses rotation of the atomic forces. The Huang conditions express absence of stress. The first alone does not make the flexural branch quadratic.

## What the setting imposes

Let $\Phi_{ab}(i,j)$ be the second derivative of the energy with respect to displacement $a$ of atom $i$ and $b$ of atom $j$. Indices run over $x,y,z$, with $z$ normal to the layer, and repeated indices are summed. Write $\Delta=r_j-r_i$, including the height difference. The range is assumed finite, so that all moments below exist; a long polar tail needs separate treatment. Define, per cell of area $A$,

$$[ab,cd]=\sum_{ij}\Phi_{ab}(i,j)\Delta_c\Delta_d ,$$

with $i$ in one cell and $j$ anywhere. The conditions are:

- **P, permutation:** $\Phi_{ab}(i,j)=\Phi_{ba}(j,i)$, because derivatives commute.
- **T, translation:** $\sum_j\Phi_{ab}(i,j)=0$, because a rigid shift creates no force.
- **R, Born-Huang rotation:** $\sum_j\Phi_{ab}(i,j)\Delta_c$ is symmetric in $b,c$. If all atomic forces vanish, they still vanish after a small rotation $u_b=\omega_{bc}r_c$ with antisymmetric $\omega$. By T, $r_j$ can be replaced by $\Delta$, and the part antisymmetric in $b,c$ must be zero.
- **H, Huang:** $[ab,cd]=[cd,ab]$.

To see where H comes from, let the energy depend on bond lengths, angles and similar internal coordinates, none under tension. Each contributes $k\,g_i^a g_j^b$ to $\Phi_{ab}(i,j)$, where $g$ is the coordinate's gradient. Translation gives $\sum_i g_i^a=0$, so only the cross terms of $\Delta_c\Delta_d$ survive:

$$[ab,cd]=-\sum k\,(G_{ac}G_{bd}+G_{ad}G_{bc}),\qquad G_{ac}=\sum_i g_i^a r_{i,c}.$$

The outer sum runs over the coordinates of one cell. Rotation leaves the coordinate unchanged, so $G$ is symmetric, and exchanging $ab$ with $cd$ changes nothing.

Now add tension. It is enough to consider pairs, because an energy unchanged by shifts and rotations can be written in terms of pair distances. A pair of length $r$ carrying tension $T$ contributes $-t(\delta_{ab}-n_an_b)$ to $\Phi_{ab}(i,j)$, with $t=T/r$ and $n=\Delta/r$. The $n_an_b$ part gives $t\,r^2n_an_bn_cn_d$, which is symmetric under the exchange. The rest gives $-\delta_{ab}\sum t\Delta_c\Delta_d$. Since the stress is $\sigma_{cd}=\frac{1}{2A}\sum t\Delta_c\Delta_d$ over ordered pairs,

$$[ab,cd]-[cd,ab]=-2A(\delta_{ab}\sigma_{cd}-\delta_{cd}\sigma_{ab}).\tag{1}$$

Here $\sigma$ is a force per length, positive in tension. H is therefore the zero-stress case of (1).

## Why the flexural branch becomes quadratic

Let $K(q)$ be the force-constant matrix with phases $e^{iq\cdot\Delta}$, where $q_z=0$. Its first terms are $K_0=\sum\Phi$, $K_1=iq_c\sum\Phi\Delta_c$ and $K_2=-\frac12q_cq_d\sum\Phi\Delta_c\Delta_d$. Let $e_a$ denote a unit shift of every atom along $a$. T gives $K_0e_a=0$, and with P also $e_a^\dagger K_0=0$.

**First order.** Between shifts, $e_a^\dagger K_1e_b=iq_cB_{abc}$ with $B_{abc}=\sum_{ij}\Phi_{ab}\Delta_c$. P makes $B$ antisymmetric in $a,b$. R makes it symmetric in $b,c$. Alternating the two,

$$B_{abc}=B_{acb}=-B_{cab}=-B_{cba}=B_{bca}=B_{bac}=-B_{abc},$$

so $B=0$. If R is not imposed, $iq_cB_{abc}$ is a Hermitian matrix with zero trace. Unless it vanishes, one eigenvalue is negative and proportional to $q$. Optical coordinates enter at order $q^2$ and cannot cancel it at small $q$. H restricts second moments and leaves this term in place. An inversion centre does remove it, if the force constants respect that symmetry. R is still needed in that case, because the next two steps use it.

**The bending displacement.** A gentle bend lifts the atoms and tilts the layer. At height $z_s$ this means $u_z=1$ and $u_c=-iq_cz_s$ in the plane. Call the second part $u_1$. For row $a$ of atom $i$, T and then R give

$$K_0u_1=-iq_c\sum_j\Phi_{ac}\Delta_z=-iq_c\sum_j\Phi_{az}\Delta_c=-K_1e_z .$$

First-order forces cancel, so $u_1$ is the required internal response. A possible extra rigid shift in $u_1$ has no effect below, because $B=0$.

**Second order.** The restoring force on the whole cell along $a$, per area, is $W_{az}=\frac1A e_a^\dagger(K_2e_z+K_1u_1)$. The first part is $-\frac12q_cq_d[az,cd]$. The second is

$$X_a=q_cq_d\sum_{ij}\Phi_{ad}(i,j)\Delta_cz_j .$$

Exchange the names $i,j$ and use P, which reverses $\Delta$. Then apply R at fixed $i$:

$$X_a=-q_cq_d\sum_{ij}\Phi_{da}\Delta_cz_i=-q_cq_d\sum_{ij}\Phi_{dc}\Delta_az_i .$$

Exchange the names once more. Since $q_cq_d$ is symmetric, $X_a=+q_cq_d\sum\Phi_{dc}\Delta_az_j$. The average of the last two forms is $\frac12q_cq_d[cd,az]$. Hence

$$W_{az}=\frac{q_cq_d}{2A}\big([cd,az]-[az,cd]\big).\tag{2}$$

The $3\times3$ matrix $W$ is real and symmetric, and its eigenvalues are $\rho\omega^2$ at order $q^2$, with $\rho$ the mass per area. Under H its whole $z$ column vanishes, including the coupling to in-plane motion, and the $q^2$ term of the flexural branch is gone.

Real force constants give $K(-q)=K(q)^*$. After eliminating the optical coordinates, the $zz$ element is therefore even in $q$ and starts at $q^4$, while the coupling to in-plane motion starts at $q^3$ at the earliest (at $q^4$ with an inversion centre). With in-plane stiffness of order $q^2$ and positive, that coupling lowers $\rho\omega^2$ by $(q^3)^2/q^2$, again of order $q^4$. The result is $\rho\omega^2=\kappa q^4$, where $\kappa$ is the bending rigidity. Stable optical modes are assumed.

If the layer is stressed, inserting (1) in (2) gives $W_{zz}=q_cq_d\sigma_{cd}$, since a free layer has $\sigma_{az}=0$. With $S$ the stress along the propagation direction,

$$\rho\omega^2=Sq^2+\kappa q^4 .\tag{3}$$

For $S<0$ the pocket ends at $q=\sqrt{-S/\kappa}$. Setting the derivative with respect to $q^2$ to zero gives $q^2=-S/2\kappa$, where $\omega^2=-S^2/(4\kappa\rho)$.

**A flat layer.** If all heights are equal, R with $a=b=z$ reads $\sum_j\Phi_{zz}\Delta_c=0$. Threefold site symmetry already guarantees this in a flat honeycomb, so R adds nothing there to the out-of-plane constants. H requires $\sum\Phi_{zz}\Delta_c\Delta_d=0$, and this removes the $q^2$ term.

## What the conditions cannot decide

All the conditions are linear, and none fixes the sign of $\kappa$. A row of atoms of mass $M$ and spacing $a$, moving transversely, shows this. With first- and second-neighbour transverse springs $A_1$ and $A_2$,

$$M\omega^2=2A_1(1-\cos qa)+2A_2(1-\cos2qa)$$
$$\approx(A_1+4A_2)(qa)^2-\tfrac1{12}(A_1+16A_2)(qa)^4 .$$

H demands $A_1=-4A_2$. What remains is $M\omega^2=-A_2(qa)^4$, which is stable for $A_2<0$ and imaginary for $A_2>0$. Both choices satisfy every condition.

## The minimum change

Collect the force constants in a vector $\varphi$ and the conditions in $C\varphi=b$, with $b=0$ for zero stress. Minimising $|\varphi'-\varphi|^2$ with multipliers gives $\varphi'-\varphi=C^T\lambda$. Inserting this in the constraint gives $CC^T\lambda=b-C\varphi$, so

$$\varphi'=\varphi-C^+(C\varphi-b),\qquad C^+=C^T(CC^T)^+ .$$

The pseudoinverse handles redundant conditions. "Minimum" refers to this metric, in which each entry of each ordered pair has equal weight.

The conditions must be imposed together. A Huang correction changes entries in proportion to $\Delta_c\Delta_d$, which generally spoils T. In the example below, one pass through P, T, R and H in turn leaves a translation residual of 0.79 eV/nm².

If the true force constants satisfy the conditions, the error left after projection is perpendicular to the change. Then $|\text{raw error}|^2=|\text{change}|^2+|\text{remaining error}|^2$, and the total error cannot grow. Individual frequencies carry no such guarantee.

## A worked case

The example is a buckled honeycomb in the rough regime of silicene: lattice constant 0.387 nm, buckling 0.045 nm, atomic mass 28.1 u. A valence force field with round stiffnesses supplies a stable, unstressed reference with $\kappa=0.758$ eV and $\rho=433.3$ u/nm². Independent random errors of standard deviation 0.5 eV/nm² are added to all 342 entries within 0.62 nm. They are a simple model of force errors and do not respect the crystal symmetry. The counts below hold for this noise; symmetrized errors would give different ones. The wavenumbers searched run from 0.1 to 4.0 nm⁻¹ in twelve directions.

Of 60 draws, all 60 have an imaginary pocket after P+T, and all 60 after P+T+H. The surviving term linear in $q$ forces a negative eigenvalue in every draw as $q\to0$; in the searched range it acts through the coupling to in-plane motion, and the negative $\rho\omega^2$ levels off instead of growing as $q$. It is not the only cause: with $B$ set to zero, or with inversion-symmetric errors, most draws still have a pocket after P+T+H, because H without R does not remove the $q^2$ term. After P+T+R, 52 still have one: by (2), the errors act as a tension of either sign that depends on direction. After all four conditions, none does.

Take the draw with the deepest P+T+R pocket. Before T is imposed, its acoustic frequencies at the zone centre are 0.360i, 0.254i and 0.383 THz, where they should be zero. After P+T+R, equation (2) gives a false tension of −3.73 eV/nm², or −0.60 N/m, in the direction of the pocket. With the reference rigidity, (3) predicts an edge at

$$\sqrt{3.73/0.758}=2.22\ \text{nm}^{-1}.$$

Diagonalization gives 2.15 nm⁻¹. For the depth, $3.73^2/(4\times0.758\times433.3)=0.0106$ eV/(nm² u). The square root, times 1.563 THz per unit, is 0.161 THz, against 0.155 THz (5.2 cm⁻¹) from diagonalization. The estimate uses the reference $\kappa$ and stops at $q^4$; the two sources of the difference were not separated.

Frequencies along this direction, in THz, with i marking imaginary values:

| $q$ (nm⁻¹) | P+T+R | all four | reference |
|---|---|---|---|
| 0.5 | 0.071i | 0.016 | 0.016 |
| 1.0 | 0.128i | 0.065 | 0.065 |
| 2.0 | 0.106i | 0.255 | 0.257 |
| 4.0 | 0.844 | 0.965 | 0.973 |

The root-mean-square error falls from 0.508 to 0.303 eV/nm², and the change is 0.407 eV/nm². The squares add as they should: $0.407^2+0.303^2=0.508^2$ within rounding. There are 210 independent conditions, so noise of this kind should cause a change of about $0.5\sqrt{210/342}=0.39$ eV/nm². This gives a practical check, provided the count fits the data. If P and T already hold, only 27 of the conditions remain, and the same noise, reduced by P and T to a root-mean-square error of 0.34 eV/nm², should cause a further change of about $0.5\sqrt{27/342}=0.14$ eV/nm². If the error is 0.5 eV/nm² after P and T, it is spread over $342-183=159$ directions and the expected change is $0.5\sqrt{27/159}=0.21$ eV/nm². Symmetrized force constants have fewer independent errors and need their own count. A change far above the value expected from the estimated force error points to something besides such noise. A change of ordinary size does not rule out an omitted stress: here such a change removed a tension of −3.73 eV/nm².

**Why no pocket survived.** The lowest eigenvalue $\lambda$ of the dynamical matrix is a minimum over displacements of expressions linear in $\varphi$. It is therefore concave in $\varphi$ and lies below its tangent. Let $g$ be its gradient and $\Pi g$ the admissible part. Then

$$\lambda(\varphi-\tau\Pi g)\le\lambda-\tau|\Pi g|^2 .$$

Choosing $\tau=2\lambda/|\Pi g|^2$ guarantees a value of $-\lambda$ or lower. At 1 nm⁻¹ along a lattice vector, this step turns 0.065 THz into 0.065i THz. The altered set satisfies all four conditions, and projection leaves it unchanged.

The step has a root-mean-square size of 3.64 eV/nm². To linear order, half of it brings the frequency to zero, a total length of $1.82\sqrt{342}\approx34$ eV/nm². Random errors move the set along this one direction by typically 0.5 eV/nm². At this wavenumber the rigidity is thus very well protected from such noise. Systematic errors, such as a range cut too short, have no such protection.

## When the pocket is real

Now put second-neighbour pair forces into the reference so that the layer carries a true stress of −0.693 eV/nm² (−0.111 N/m), with the cell held fixed. The slope of $\rho\omega^2$ against $q^2$ at small $q$ returns the same stress. Equation (3), with the unstressed $\kappa$, puts the pocket edge at 0.956 nm⁻¹, and diagonalization agrees to that precision.

Zero-stress projection changes the frequency at 0.5 nm⁻¹ from 0.027i to 0.016 THz. The spectrum looks healthy and is wrong for this cell. If (1) supplies $b$ from the known stress, projection of the same compressed layer with the earlier random errors added keeps the tension at −0.693 eV/nm².

## Choosing the setting

1. Relax the atoms until the forces are negligible, since R assumes this. Record the in-plane stress as a force per length: the cell stress times the cell height.
2. Impose P+T+R and evaluate the tension from (2). If it disagrees with the recorded stress, the difference is an error in the force constants, or in the stress if that is not converged. In the worked case it was −0.60 N/m against a true value of zero.
3. If the recorded stress is negligible, impose all four conditions together. If it is not, relax the cell, or keep the strain and use (1) with the known stress.
4. If a known compression was kept in step 3, a pocket ending near $\sqrt{-S/\kappa}$ is a real instability of that cell in the harmonic approximation. It does not settle whether the layer buckles at room temperature. For the compression used above, $|S|=0.69$ eV/nm², the thermal term derived below for zero mean stress acts as a tension of similar size, $3Yk_BT/(16\pi\kappa)=0.79$ eV/nm² at 300 K. In a cell of fixed area, thermal ripples also stretch the layer as a whole, which adds further tension. If the flexural branch is imaginary without such a compression, $\kappa$ or a higher term is responsible. Increase the range and accuracy of the force constants before calling the layer unstable.

"Negligible" can be given a size. By (3), the pocket lies below a wavenumber $q_m$ if $|S|<\kappa q_m^2$. For $q_m=1$ nm⁻¹ and this model, that means 0.76 eV/nm², or 0.12 N/m. An equal biaxial strain $\varepsilon$ produces a stress $(C_{11}+C_{12})\varepsilon$, with $C_{11}+C_{12}=433.5$ eV/nm² here, so the limit is a compression of about 0.17%. The false tension of the worked case corresponds to 0.86%.

## Temperature and the real layer

The harmonic branch itself has a lower limit of use. In-plane motion can relax every strain component of wavevector $k$ except the one transverse to $k$, which costs $\frac12Y\varepsilon_\perp^2$ per area, with $Y$ the two-dimensional Young modulus. A slow bend of wavevector $q$ combines with a thermal ripple of wavevector $k-q$ to give such a strain. Both have the same slope factor $q\sin\theta$ across $k$, where $\theta$ is the angle between $q$ and $k$. With the classical ripple strength $k_BT/(\kappa|k-q|^4)$ and zero mean stress, the leading correction is

$$\delta\kappa\,q^4=\frac{Yk_BT}{\kappa}\int\frac{d^2k}{4\pi^2}\frac{q^4\sin^4\theta}{|k-q|^4}=\frac{3Yk_BT}{16\pi\kappa}q^2 .$$

For $x=k/q$, the angular integral of $\sin^4\theta/(1+x^2-2x\cos\theta)^2$ is $3\pi/4$ for $x<1$ and $3\pi/(4x^4)$ for $x>1$, so the radial integral $\int x\,dx$ gives $\frac12+\frac12$. Direct quadrature gives 0.0597 for the factor $3/(16\pi)$, as it should. With $Y=389$ eV/nm², $\delta\kappa$ equals $\kappa$ at 1.0 nm⁻¹ at 300 K. Below that wavenumber, about half the width of the false pocket, the corrected harmonic branch should not be used as a room-temperature spectrum.

The model's $Y$ is about 62 N/m, close to the rough 60 N/m calculated for free-standing silicene. Its $\kappa$ follows from round stiffnesses and should not be quoted for the material. Silicene is grown on supports such as silver, which breaks the assumption of a free layer: a shift along $z$ then costs energy. If the support is modelled as a rigid spring $\gamma$ per area, (3) becomes $\rho\omega^2=\gamma+Sq^2+\kappa q^4$. The branch then starts at $\sqrt{\gamma/\rho}$ instead of zero. Within (3), a support that raises this starting frequency above 0.16 THz would outweigh even a real compression as large as the false one found here. For such a layer, T and R must be applied to layer and support together.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
lattice constant 0.387 nm, buckling 0.045 nm, atom mass 28.1 u
stiffness bond 1000, angle 100, pyramid 30 eV/nm^2
cell area 0.1297 nm^2, areal mass 433.3 u/nm^2
cutoff 0.62 nm, ordered pairs 38, force-constant entries 342
independent constraints P, PT, PTR, PTRH: 168 183 198 210
reference bending rigidity 0.7584 eV
reference C11 393.1, C66 176.4, Young 389.0 eV/nm^2
C11+C12 from phonons 433.52, from strained cell 433.52 eV/nm^2
noise per entry 0.5 eV/nm^2, draws 60
draws with imaginary pocket after PT: 60
draws with imaginary pocket after PTR: 52
draws with imaginary pocket after PTH: 60
draws with imaginary pocket after PTRH: 0
--- draw with deepest PTR pocket ---
raw acoustic frequencies at zone centre (negative = imaginary): -0.360 -0.254 0.383 THz
pocket direction 15 deg from lattice vector
spurious tension -3.730 eV/nm^2 = -0.598 N/m
deepest imaginary frequency 0.1545i THz = 5.15i cm^-1
pocket edge 2.150 1/nm; zone-centre-to-M distance 9.374 1/nm
tension left after PTRH 6.9e-06 eV/nm^2 (at q=0.003 1/nm)
rigidity after PTRH, over directions: 0.7441 to 0.7645 eV
rms error raw 0.5078, rms change 0.4072, rms error projected 0.3034 eV/nm^2
largest single change 1.095 eV/nm^2
translation residual after one pass group by group 0.790 eV/nm^2
q (1/nm) | PTR | PTRH | reference (THz, negative = imaginary)
0.5 | -0.0705 | 0.0162 | 0.0163
1.0 | -0.1279 | 0.0645 | 0.0651
2.0 | -0.1055 | 0.2545 | 0.2569
3.0 | 0.4050 | 0.5601 | 0.5651
4.0 | 0.8439 | 0.9652 | 0.9734
--- admissible set with surviving imaginary mode ---
at q=1 1/nm: reference 0.0650 THz, altered -0.0651 THz
rms alteration 3.6361 eV/nm^2
--- really compressed layer ---
stress from pair forces -0.6928, from phonon slope -0.6928 eV/nm^2
stress -0.1110 N/m
pocket edge: law 0.9558, diagonalization 0.9564 1/nm
deepest frequency: law 0.02987i, diagonalization 0.02982i THz
lowest frequency at q=0.5 1/nm: true -0.02661, zero-stress projection 0.01621 THz
tension kept by known-stress projection of noisy set -0.6928 eV/nm^2
--- neglected effects ---
one-loop factor by quadrature 0.05968, closed form 0.05968
thermal stiffening dominates below 1.022 1/nm at 300 K
biaxial strain giving the spurious tension -0.860 percent
```
